\section*{Quantum and classical spread of a 20 THz oxygen mode}

\section{A stiff vibration in a classical simulation}

An oxygen atom in hafnia, the ferroelectric oxide of some memory capacitors, vibrates against its neighbours. Classical molecular dynamics follows this motion with Newton's equations and a thermostat. For a vibration at 20 THz, however, one quantum of energy is 82.7 meV, while the thermal energy at 300 K is 25.9 meV. The quantum oscillator is then mostly in its ground state, where it still has zero-point motion. How much of its spread does the classical simulation miss?

Consider one stable coordinate $u$, measured from its mean position, with potential energy
\begin{equation}
V(u)=\tfrac12 k u^2,\qquad k=m\omega^2,\qquad \omega=2\pi\nu .
\end{equation}
Here $m$ is the effective mass and $\nu=20$ THz counts cycles per second. The mean-square displacement is the equilibrium average $\langle u^2\rangle$, not the growing displacement used to measure diffusion. The classical and quantum calculations share the same $V$, $m$ and $T$. Their difference therefore comes from the sampling alone: a more accurate potential may change $\omega$, but it does not make classical sampling quantum mechanical.

\section{The two spreads}

\subsection{Classical sampling}

Write $\beta=1/(k_BT)$. The momentum part of the Boltzmann weight cancels from a position average, leaving
\begin{equation}
\langle u^2\rangle_{\rm cl}
=\frac{\int_{-\infty}^{\infty}u^2e^{-\beta ku^2/2}\,du}
       {\int_{-\infty}^{\infty}e^{-\beta ku^2/2}\,du}.
\end{equation}
Since $u\,e^{-\beta ku^2/2}=-(\beta k)^{-1}\,d(e^{-\beta ku^2/2})/du$, integration by parts turns the numerator into
\begin{equation}
-\frac{1}{\beta k}\Big[u\,e^{-\beta ku^2/2}\Big]_{-\infty}^{\infty}
+\frac{1}{\beta k}\int_{-\infty}^{\infty}e^{-\beta ku^2/2}\,du .
\end{equation}
The boundary term vanishes and the remaining integral cancels the denominator. Hence
\begin{equation}
\langle u^2\rangle_{\rm cl}=\frac{k_BT}{m\omega^2}.
\label{classical}
\end{equation}
The classical spread vanishes in proportion to $T$ on cooling.

\subsection{Quantum energy levels}

The quantum Hamiltonian is $H=p^2/(2m)+m\omega^2u^2/2$, with $[u,p]=i\hbar$. Define
\begin{equation}
a=\sqrt{\frac{m\omega}{2\hbar}}
\left(u+\frac{ip}{m\omega}\right),\qquad
a^\dagger=\sqrt{\frac{m\omega}{2\hbar}}
\left(u-\frac{ip}{m\omega}\right).
\end{equation}
The commutator of $u$ and $p$ gives $[a,a^\dagger]=1$. Multiplying out the product,
\begin{align}
a^\dagger a
&=\frac{m\omega}{2\hbar}
\left(u^2+\frac{p^2}{m^2\omega^2}
+\frac{i}{m\omega}[u,p]\right)\nonumber\\
&=\frac{H}{\hbar\omega}-\frac12 ,
\end{align}
because $i[u,p]=-\hbar$. Thus $H=\hbar\omega(a^\dagger a+\tfrac12)$.

An eigenvalue $n$ of $a^\dagger a$ cannot be negative, since it equals the squared norm of $a|n\rangle$ for a normalized state. The commutator also gives $a^\dagger a\,(a|n\rangle)=(n-1)\,a|n\rangle$, so $a$ lowers the eigenvalue by one. Repeated lowering would reach negative values unless it ends at a state with $a|0\rangle=0$. The eigenvalues are therefore $n=0,1,2,\ldots$, all reached from $|0\rangle$ by $a^\dagger$, and
\begin{equation}
E_n=\hbar\omega(n+\tfrac12).
\end{equation}

\subsection{Quantum spread}

Adding the definitions of $a$ and $a^\dagger$ gives $u=\sqrt{\hbar/(2m\omega)}\,(a+a^\dagger)$. In the state $|n\rangle$ the terms $a^2$ and $(a^\dagger)^2$ have zero average, because they change $n$ by two. The other terms give
\begin{equation}
\langle n|u^2|n\rangle
=\frac{\hbar}{2m\omega}\langle n|aa^\dagger+a^\dagger a|n\rangle
=\frac{\hbar}{2m\omega}(2n+1).
\label{levelspread}
\end{equation}
Multiplication by $m\omega^2$ gives $E_n$: the potential energy is half the total in each level.

The thermal average requires the mean occupation $\bar n$. Let
\begin{equation}
x=\frac{\hbar\omega}{2k_BT},\qquad q=e^{-2x}.
\end{equation}
Successive levels have weights in the ratio $q$. From $\sum_{n\ge0}q^n=1/(1-q)$, differentiation followed by multiplication by $q$ gives $\sum_{n\ge0}nq^n=q/(1-q)^2$. Therefore
\begin{equation}
\bar n=\frac{q/(1-q)^2}{1/(1-q)}=\frac{q}{1-q},
\qquad
2\bar n+1=\frac{1+q}{1-q}.
\end{equation}
Multiplying the last numerator and denominator by $e^x$ gives $(e^x+e^{-x})/(e^x-e^{-x})=\coth x$, so
\begin{equation}
\langle u^2\rangle_{\rm q}
=\frac{\hbar}{2m\omega}\coth x .
\label{quantum}
\end{equation}

\section{The ratio and its two limits}

Dividing (\ref{quantum}) by (\ref{classical}),
\begin{equation}
R=\frac{\langle u^2\rangle_{\rm q}}{\langle u^2\rangle_{\rm cl}}
=\frac{\hbar}{2m\omega}\,\frac{m\omega^2}{k_BT}\coth x
=x\coth x .
\label{ratio}
\end{equation}
The mass cancels at fixed frequency. Since $\tanh x$ starts at zero with slope one and its slope $1/\cosh^2x$ is smaller than one for $x>0$, we have $\tanh x<x$ and hence $R>1$. Classical sampling underestimates the spread of a harmonic mode at any finite temperature.

The parameter $x$ compares half a vibrational quantum with $k_BT$. Small $x$ means a warm or soft mode; large $x$ means a cold or stiff one.

\subsection{Warm limit}

For small $x$ write $R=1+Ax^2+Bx^4+\cdots$. Only even powers occur because $x\coth x$ is even. The identity $R\,(\sinh x)/x=\cosh x$ becomes
\begin{equation}
(1+Ax^2+Bx^4)\left(1+\frac{x^2}{6}+\frac{x^4}{120}\right)
=1+\frac{x^2}{2}+\frac{x^4}{24}+O(x^6).
\end{equation}
Matching the $x^2$ terms gives $A+1/6=1/2$, so $A=1/3$. Matching the $x^4$ terms gives
\begin{equation}
B=\frac1{24}-\frac1{120}-\frac{A}{6}
=\frac{15-3-20}{360}=-\frac1{45}.
\end{equation}
The classical limit with its first correction, and the next term, are thus
\begin{equation}
R_{\rm warm}=1+\frac{x^2}{3},\qquad
R=R_{\rm warm}-\frac{x^4}{45}+O(x^6).
\label{warm}
\end{equation}

The first correction lies above the true ratio for every $x>0$, not just for small $x$. To see this, expand $(1+x^2/3)\sinh x-x\cosh x$. The coefficient of $x^{2n+1}$ for $n\ge1$ is
\begin{align}
&\frac1{(2n+1)!}+\frac1{3(2n-1)!}-\frac1{(2n)!}\nonumber\\
&\quad=\frac{1}{(2n+1)!}
\left[1+\frac{2n(2n+1)}3-(2n+1)\right]
=\frac{4n(n-1)}{3(2n+1)!}.
\end{align}
For $n=0$ the coefficient is $1-1=0$. No coefficient is negative, and those with $n\ge2$ are positive. Division by $\sinh x$ gives $R_{\rm warm}>R$.

In terms of displacement, the correction is
\begin{equation}
\langle u^2\rangle_{\rm cl}\frac{x^2}{3}
=\frac{k_BT}{m\omega^2}\,
\frac{\hbar^2\omega^2}{12(k_BT)^2}
=\frac{\hbar^2}{12mk_BT}.
\label{universal}
\end{equation}
The frequency has cancelled. To this order, soft and stiff modes of equal mass miss the same absolute amount of mean-square displacement. The relative error is larger for the stiff mode because its classical spread is smaller.

\subsection{Cold limit}

For large $x$, $q$ is small. Separating the first power of $q$,
\begin{equation}
R=x\,\frac{1+q}{1-q}
=x+\frac{2xq}{1-q}
=x+2xq+\frac{2xq^2}{1-q}.
\end{equation}
The leading term $x$ is the zero-point contribution. With its first thermal correction,
\begin{equation}
R_{\rm cold}=x\left(1+2e^{-2x}\right).
\label{cold}
\end{equation}
The omitted remainder is positive, so $R_{\rm cold}<R$. Relative to the retained correction $2xq$, the remainder is $q/(1-q)=\bar n$. The approximation is good when the mean number of excited quanta is small.

The two expansions fail differently. The warm correction is algebraic in $\hbar\omega/k_BT$, while the cold correction is exponentially small because an excitation costs a full quantum. Together they bracket the ratio:
\begin{equation}
x(1+2e^{-2x})<x\coth x<1+\frac{x^2}{3}\qquad(x>0).
\label{bracket}
\end{equation}

\section{The mode at 300 K}

Take $m=16$ u, appropriate when oxygen does nearly all the moving. Then $\omega=1.2566\times10^{14}$ rad/s and $k=m\omega^2=419.6$ N/m. The controlling parameter is
\begin{equation}
x=\frac{82.71\ {\rm meV}}{2\times25.85\ {\rm meV}}=1.600 .
\end{equation}
With $\coth x=1.0850$,
\begin{equation}
R=1.600\times1.0850=1.736\approx1.74 .
\end{equation}

Equation (\ref{classical}) gives $\langle u^2\rangle_{\rm cl}=9.87$ pm$^2$. A thermostatted classical simulation of 4000 independent oscillators, with a time step of 1 fs, gave 9.88 pm$^2$, with a sampling error of about half a percent. Diagonalizing the quantum Hamiltonian on a grid and averaging over its levels gave 17.14 pm$^2$. The quotient is
\begin{equation}
\frac{17.14\ {\rm pm}^2}{9.87\ {\rm pm}^2}=1.74 .
\end{equation}
The classical result misses $1-1/1.736=42\%$ of the quantum value. Stated relative to the classical value, the quantum value is 74\% larger. The root-mean-square displacements are 3.14 pm and 4.14 pm, a ratio of 1.32.

Of the ratio 1.736, zero-point motion supplies 1.600 and thermal excitation 0.136. The mean occupation is $\bar n=0.0425$, so the mode is on the cold side even at room temperature. The bracketing estimates confirm this. The warm formula gives 1.853, which is 6.8\% above $R$. For the cold formula, $q=\bar n/(1+\bar n)=0.0425/1.0425=0.0408$, and
\begin{equation}
R_{\rm cold}=1.5997\,(1+2\times0.0408)=1.730 ,
\end{equation}
which is 0.3\% below $R$. Had 20 been read as an angular frequency in $10^{12}$ rad/s, $x$ would be smaller by $2\pi$ and the ratio would be 1.02.

One could restore the spread of this mode by running the classical simulation at
\begin{equation}
T_{\rm eff}=RT=1.736\times300\ {\rm K}=521\ {\rm K}.
\end{equation}
This is no remedy for the whole crystal. A 5 THz mode has $R=1.053$ at 300 K, so its classical spread at 521 K would be too large by the factor $1.736/1.053=1.65$.

\section{Changing the temperature}

Hold the frequency at 20 THz and change $T$. Since $x\propto1/T$, equations (\ref{warm}), (\ref{cold}) and (\ref{ratio}) give:
\begin{center}
\begin{tabular}{ccccc}
$T$ (K) & $x$ & $R_{\rm warm}$ & $R_{\rm cold}$ & $R$\\
250 & 1.920 & 2.228 & 2.002 & 2.004\\
300 & 1.600 & 1.853 & 1.730 & 1.736\\
400 & 1.200 & 1.480 & 1.418 & 1.439\\
800 & 0.600 & 1.120 & 0.961 & 1.117
\end{tabular}
\end{center}
At 250 K the cold estimate is accurate to about 0.1\%, while the warm one is 11\% high. At 800 K the order is reversed: the warm estimate is about 0.25\% high, and the cold one falls below one, which the true ratio cannot do. At 400 K the errors are comparable, about 3\% and 1.5\%. The change of regime occurs around $x=1$, which for this mode means $T=\hbar\omega/(2k_B)=480$ K.

A classical simulation of a hot anneal thus treats this vibration much better than one of a device at room temperature. At 800 K it still misses $1-1/1.117=10\%$ of the mode's quantum spread.

\section{From one mode to one atom}

An atom takes part in many modes. In the harmonic approximation its displacement along one direction is $u=\sum_i e_iQ_i/\sqrt M$, where $M$ is the atomic mass, the $Q_i$ are independent mass-weighted normal coordinates, and $e_i$ is the atom's component of normalized eigenvector $i$. Cross terms average to zero because $\langle Q_iQ_j\rangle=\langle Q_i\rangle\langle Q_j\rangle=0$ for $i\ne j$. With $w_i=e_i^2$,
\begin{equation}
\langle u^2\rangle=\sum_i w_i\langle u^2\rangle_i,
\qquad \sum_iw_i=1,
\end{equation}
where $\langle u^2\rangle_i$ is the spread of an oscillator of mass $M$ and frequency $\nu_i$. The classical terms are proportional to $w_i/\nu_i^2$, so
\begin{equation}
R_{\rm atom}=\sum_i s_iR_i,\qquad
s_i=\frac{w_i/\nu_i^2}{\sum_jw_j/\nu_j^2}.
\end{equation}
The shares $s_i$ strongly favour soft modes.

As a rough model spectrum, give equal weights $w_i$ to modes at 5, 10, 15 and 20 THz. At 300 K their classical shares are 70.2, 17.6, 7.8 and 4.4\%, and
\begin{align}
R_{\rm atom}
&=0.702(1.053)+0.176(1.205)\nonumber\\
&\quad+0.078(1.439)+0.044(1.736)=1.14 .
\end{align}
The classical simulation then misses 12\% of the atom's quantum mean-square displacement, against 42\% for the stiff mode alone.

The warm correction (\ref{universal}) explains the pattern. For $m=16$ u at 300 K it equals $9.87\times0.853=8.4$ pm$^2$, whatever the frequency. The actual deficit of the 20 THz mode is $17.14-9.87=7.3$ pm$^2$. The 5 THz mode has a classical spread 16 times larger, 158 pm$^2$, and a deficit of $0.0528\times158=8.3$ pm$^2$. The deficits are similar; the totals to which they are compared are not.

\section{What the harmonic mode leaves out}

\subsection{Anharmonic bonds}

To size the effect of anharmonicity, place the oxygen between two equal Morse bonds:
\begin{equation}
V(u)=D\left[(1-e^{-\alpha u})^2+(1-e^{\alpha u})^2\right].
\end{equation}
Near $u=0$ each square is $\alpha^2u^2$ to leading order, apart from cubic terms that cancel between the bonds. Thus $V\approx2D\alpha^2u^2$ and $k=4D\alpha^2$. Keeping $k=419.6$ N/m and taking the rough value $\alpha=20$ nm$^{-1}$ gives $D=k/(4\alpha^2)=1.64$ eV per bond.

The classical spread falls from 9.87 to 9.74 pm$^2$ and the quantum spread from 17.14 to 16.89 pm$^2$. These reductions, 1.3\% and 1.5\%, nearly cancel in the ratio, which changes by $-0.12\%$. This holds for the symmetric well and parameters chosen here; a strongly anharmonic coordinate can behave differently.

\subsection{An applied field}

A field $E$ exerts a force $F=ZeE$ on a mode of effective charge $Ze$. Completing the square,
\begin{equation}
\tfrac12ku^2-Fu
=\tfrac12k\left(u-\frac Fk\right)^2-\frac{F^2}{2k}.
\end{equation}
The well moves by $F/k$ without changing shape, so both spreads about the mean are unchanged. For a field of 2 MV/cm and a rough charge magnitude of $2.5e$, the shift is 0.19 pm, small beside the quantum root-mean-square displacement of 4.14 pm. In the Morse-pair well the same field changes the ratio from 1.7336 to 1.7337. The change is this small because the symmetry of the well removes the term linear in the field, a symmetry that oxygen sites in a polar crystal lack. For a single Morse bond with the same $k$ and $\alpha$ the ratio is 1.726 without the field and 1.718 or 1.733 for the two field directions, a shift of about 0.4\%.

\subsection{Relation to hafnia capacitors}

A frequency of 20 THz is near the upper end of the oxygen-dominated vibrations of hafnia, so the ratio 1.74 describes a stiff mode and not a typical one. The field of 2 MV/cm is of the size used to switch thin hafnia films. The Morse range, the effective charge and the equal-weight spectrum are rough illustrative choices, not a fitted model of the crystal. Two of the effects sized here change the ratio strongly. Giving up the single-mode assumption lowers it at 300 K from 1.74 to about 1.14 for an atom with the equal-weight spectrum; the value depends strongly on how much weight the soft modes carry, and a spectrum with fewer of them gives a larger ratio. A Debye spectrum cut off at 20 THz, with weights proportional to $\nu^2$ and hence equal shares, gives about 1.26. Changing the temperature of the single mode gives 2.00 at 250 K, 1.44 at 400 K and 1.12 at 800 K.

Polarization switching lies outside this estimate. It carries atoms between different wells, where barrier crossing and possibly tunnelling matter, and $x\coth x$ describes fluctuations within one harmonic well. For the mean-square displacement of such a mode, $x$ decides the matter: classical sampling is adequate when $x^2/3$ is below the relative error one can accept. Quantities that weight large displacements are more sensitive. The ratio for $\langle u^4\rangle$ is $R^2$, and for the 20 THz mode at 800 K the probability of an excursion beyond four classical root-mean-square displacements is still underestimated by a factor of about 2.4. The numerical output lists the main computed values; the remaining estimates follow from the formulas above.

\section*{Numbers as computed}
\begin{verbatim}
mode frequency: 20.0 THz
temperature: 300 K
effective mass: 16.0 u
angular frequency: 1.2566e+14 rad/s
force constant: 419.6 N/m
vibrational quantum h nu: 82.71 meV
thermal energy kB T: 25.85 meV
x = h nu/(2 kB T): 1.5997
coth x: 1.0850
mean occupation: 0.0425
mean quantum energy: 44.87 meV
classical MSD, quadrature: 9.872 pm^2
classical MSD, molecular dynamics: 9.88 pm^2
MD time step: 1.0 fs
MD independent oscillators: 4000
quantum MSD, diagonalization: 17.136 pm^2
classical rms displacement: 3.142 pm
quantum rms displacement: 4.140 pm
quantum/classical MSD ratio: 1.7358
quantum/classical rms ratio: 1.3175
zero-point part of ratio: 1.5997
thermal part of ratio: 0.1360
fraction of quantum MSD missed: 42.4 %
effective classical temperature: 520.7 K
leading estimate 1+x^2/3: 1.8531
ratio if 20e12 were rad/s: 1.0215
ratio at 250 K: 2.0041
ratio at 400 K: 1.4393
ratio at 800 K: 1.1172
5 THz at 300 K: ratio 1.0528, share of classical MSD 70.2 %
10 THz at 300 K: ratio 1.2047, share of classical MSD 17.6 %
15 THz at 300 K: ratio 1.4393, share of classical MSD 7.8 %
20 THz at 300 K: ratio 1.7358, share of classical MSD 4.4 %
whole-atom ratio, rough spectrum: 1.1396
whole-atom MSD missed: 12.2 %
Morse range parameter: 20.0 nm^-1
Morse depth per bond: 1.637 eV
anharmonic classical MSD: 9.740 pm^2
anharmonic quantum MSD: 16.886 pm^2
anharmonic ratio: 1.7336
change of ratio by anharmonicity: -0.12 %
applied field: 2.0 MV/cm
effective charge magnitude: 2.5 e
mean shift in harmonic well: 0.191 pm
anharmonic ratio with field: 1.7337
\end{verbatim}
